# Why Ferroelectric Capacitance Often Peaks Near the Coercive Field

Take a ferroelectric film between two flat electrodes, with its polarization perpendicular to them. Suppose its domains form parallel stripes that repeat every 20 nm: in each period 6 nm points up and 14 nm points down. Two domain walls per period run straight through the film. A small upward voltage widens the up stripe by pushing both walls outward. If the walls are held by elastic pinning, they return when the voltage is removed, and the charge that flowed in flows out again. That reversible charge is a capacitance.

Now make the up stripe 10 nm wide, so that the net polarization vanishes. There are still two walls per period, held as before, and the wall capacitance has not changed. Zero net polarization therefore has no special power of its own. What matters is how much wall the film contains. Capacitance peaks near coercivity if switching creates walls and then removes them, with the largest amount present near the halfway point.

## What one wall contributes

Let each domain have polarization $+P_s$ or $-P_s$, and let $E$ be a small field counted positive upward. Let $u$ be the displacement of a wall into the down domain. Per unit wall area, this displacement reverses a volume $u$, whose polarization changes by $2P_s$, so the field energy changes by $-2P_sEu$. For small displacements the pinning energy is quadratic, with stiffness $\kappa$ (pressure per displacement):

$$
g(u)=\tfrac12\kappa u^2-2P_sEu .
$$

At rest $dg/du=\kappa u-2P_sE=0$, hence

$$
u=\frac{2P_sE}{\kappa}.
$$

Let $\ell$ be the wall length per electrode area. Because the walls run through the whole thickness, $\ell$ is also the wall area per film volume. The reversed volume fraction is $\ell u$, and the polarization changes by

$$
\delta P=2P_s\,\ell u=\frac{4P_s^2\ell}{\kappa}E .
$$

Dividing by $\varepsilon_0E$ gives the wall contribution to the relative permittivity:

$$
\varepsilon_{\rm wall}=\frac{4P_s^2\ell}{\kappa\varepsilon_0}.
$$

One factor $2P_s$ comes from the force on the wall, the other from the charge released by its motion. To linear order this adds to the permittivity $\varepsilon_{\rm lat}$ of the domain interiors. For film thickness $d$ and electrode area $A$,

$$
\frac{C}{A}=\frac{\varepsilon_0}{d}\left(\varepsilon_{\rm lat}+\varepsilon_{\rm wall}\right).
$$

This assumes ideal electrodes, walls that follow the measuring frequency, and a stiffness that does not depend on how far switching has gone.

## How much wall a half-switched film contains

Divide the electrode area into square cells of side $a$. Each cell is up with probability $f$ and down with probability $1-f$, independently of its neighbours. A wall lies wherever two neighbours differ.

A cell has four edges, each shared by two cells, so there are two edges per cell and a total edge length $2a/a^2=2/a$ per area. Two neighbours differ if the first is up and the second down, or the reverse, with probability $2f(1-f)$. Therefore

$$
\ell=\frac{2}{a}\,2f(1-f)=\frac{4f(1-f)}{a}.
$$

The normalized switching polarization is $p=f-(1-f)=2f-1$. Substituting $f=(1+p)/2$ gives

$$
\ell=\frac{(1+p)(1-p)}{a}=\frac{1-p^2}{a}.
$$

The wall length vanishes in both saturated states and reaches its maximum $1/a$ at $p=0$. I define the coercive field $E_c$ by this condition. A measured loop also contains the ordinary dielectric polarization, which is positive on a rising branch at positive field, so its total polarization crosses zero at a lower field, by about 0.05 MV/cm for the numbers used below.

For numbers, take $P_s=20$ µC/cm², $d=10$ nm, $a=5$ nm, $\kappa=0.75$ GPa/nm and $\varepsilon_{\rm lat}=30$. In SI units the largest wall term is

$$
\varepsilon_m=\frac{4(0.20)^2(2.0\times10^8)}
{(7.5\times10^{17})(8.854\times10^{-12})}\approx4.82 .
$$

With the film at zero bias, the capacitance depends on the switched fraction as follows.

| $f$ | $\varepsilon_{\rm lat}+\varepsilon_{\rm wall}$ | $C/A$ (µF/cm²) |
|---|---|---|
| 0 | 30.0 | 2.66 |
| 0.25 | 33.6 | 2.98 |
| 0.50 | 34.8 | 3.08 |
| 0.75 | 33.6 | 2.98 |
| 1 | 30.0 | 2.66 |

The half-switched state has 16% more capacitance than either saturated state. A measuring amplitude of 50 mV, or 0.05 MV/cm, moves a wall by only 2.7 pm. This is tiny beside the 5 nm cells, so the measurement leaves the pattern essentially unchanged.

## Why this is not the slope of the loop

The hysteresis loop is also steep near coercivity, which suggests a different explanation. Let the rising branch be

$$
p(E)=\tanh\frac{E-E_c}{w},\qquad
\frac{dp}{dE}=\frac{1-p^2}{w},
$$

with $E_c=1$ MV/cm and $w=0.4$ MV/cm. The slope and the wall length then have the same shape, but very different sizes. At $E_c$ the loop slope, written as a relative permittivity, is $P_s/(w\varepsilon_0)\approx565$, against 4.8 for the walls. The slope counts domains that switch and stay switched; the small signal counts charge that returns in each cycle.

A less symmetric branch separates the two shapes. Take $f=1-e^{-(E/E_1)^2}$. The mosaic wall length peaks at $f=1/2$, where $E=E_1\sqrt{\ln2}$. Setting this to 1 MV/cm gives $E_1=1.20$ MV/cm. The slope is proportional to $E\,e^{-(E/E_1)^2}$, and setting its logarithmic derivative to zero gives

$$
\frac1E-\frac{2E}{E_1^2}=0,\qquad E=\frac{E_1}{\sqrt2}=0.85\ \text{MV/cm}.
$$

The wall area still peaks at coercivity, while the slope peaks earlier.

Irreversible switching does respond to the measuring signal, because its rate $r$ depends on field. If the rate follows the instantaneous field and the unswitched fraction barely changes during a cycle, the extra current is $(dr/dE)\,\delta E$. It is in phase with the voltage, so it is a conductance. As an illustration, let $r\propto e^{-E_a/E}$ with $E_a=10$ MV/cm, so that $dr/dE=rE_a/E^2$. On the tanh branch, a sweep of 1 MV/cm per second gives $r=0.5$ A/m² at $E_c$. Dividing $dr/dE$ by $\omega\varepsilon_0$ at 100 kHz gives a loss permittivity of about 0.009, negligible here. A single rate law of this form would by itself give a branch about three times steeper than the tanh one and a loss near 0.03, still negligible. Slower signals or faster sweeps increase it.

## A geometry whose maximum comes early

The maximum at $p=0$ belongs to the mosaic. Suppose instead that up domains start together at random points, with $n$ nuclei per area, and grow as discs of radius $R$. A point is still down if no nucleus lies within $R$ of it. For random nuclei this has probability $e^{-\pi nR^2}$, so

$$
f=1-e^{-\pi nR^2}.
$$

The discs have total rim length $2\pi nR$ per area. A piece of rim is a wall only if no other disc covers it, which has the same probability:

$$
\ell=2\pi nR\,e^{-\pi nR^2}.
$$

Setting the derivative of $\ln\ell$ to zero gives $1/R-2\pi nR=0$, or $\pi nR^2=1/2$. The maximum lies at $f=1-e^{-1/2}=0.39$, thus $p=-0.21$. On the same tanh branch it occurs at

$$
E-E_c=w\,\mathrm{artanh}(-0.21)\approx-0.09\ \text{MV/cm}.
$$

After this point, merging discs destroy more wall than growth creates. The peak stays near coercivity because the branch is steep, but it is no longer at coercivity.

## Softer walls under bias

During a sweep the walls feel a steady field as well as the small signal. In a perfectly quadratic well this shifts the rest position and leaves the stiffness alone. A real well has a finite height. Replace it by $V_0[1-\cos(2\pi u/\lambda)]$, whose stiffness at the bottom is $\kappa=V_0(2\pi/\lambda)^2$. With $\theta=2\pi u/\lambda$, force balance reads

$$
V_0\frac{2\pi}{\lambda}\sin\theta=2P_sE .
$$

The left side cannot exceed its value at $\sin\theta=1$, which sets the depinning field:

$$
E_d=\frac{V_0}{2P_s}\frac{2\pi}{\lambda}=\frac{\kappa\lambda}{4\pi P_s}.
$$

Hence $\sin\theta=E/E_d$. The second derivative of the well energy gives the stiffness under bias, $\kappa\cos\theta=\kappa\sqrt{1-(E/E_d)^2}$, and the compliance grows by

$$
m(E)=\frac{1}{\sqrt{1-(E/E_d)^2}} .
$$

For $\lambda=1$ nm, $E_d=2.98$ MV/cm and $m(E_c)=1.06$. Beyond $E_d$ the walls have no rest position and this reversible capacitance is undefined. Below $E_d$ a lasting advance would need thermally activated steps. Moving a rigid wall segment, one cell wide and as tall as the film, to the next well would cost 6.3 eV at $E_c$, so such steps would have to start from much smaller bulges. The growing discs of the previous section would need such motion, which this model does not describe.

To see how such effects move the peak, add a weak linear background of slope $S$ to the wall term. Near coercivity $p\approx(E-E_c)/w$, so with $\delta=E-E_c$

$$
\varepsilon\approx\text{const}+\varepsilon_m\left(1-\frac{\delta^2}{w^2}\right)+S\delta .
$$

The derivative vanishes when $-2\varepsilon_m\delta/w^2+S=0$, so

$$
\delta=\frac{Sw^2}{2\varepsilon_m}.
$$

For a slowly varying compliance, $S=\varepsilon_m\,d\ln m/dE$ to leading order, with $d\ln m/dE=E/(E_d^2-E^2)$. The shift is only $+0.01$ MV/cm.

## Domains can imitate walls

Domain interiors also soften when the field opposes them. Describe the switching lattice mode by the Landau energy $-\alpha P^2/2+\beta P^4/4-EP$. Equilibrium requires $-\alpha P+\beta P^3=E$. At zero field $P_s^2=\alpha/\beta$, and the stiffness is $-\alpha+3\beta P_s^2=2\alpha$, so the mode's susceptibility $\chi$ obeys $\varepsilon_0\chi=1/(2\alpha)$. With $x=P/P_s$, dividing the equilibrium condition by $\alpha P_s$ gives

$$
x^3-x=h,\qquad h=\frac{2\varepsilon_0\chi E}{P_s}.
$$

For a domain along the field put $x=1+y$, which gives $2y+3y^2+y^3=h$. Insert $y=h/2+bh^2+ch^3$. The $h^2$ terms require $2b+3/4=0$, so $b=-3/8$. The $h^3$ terms require $2c+3b+1/8=0$, so $c=1/2$. The susceptibility is $(1/\varepsilon_0)dP/dE=2\chi\,dx/dh$, hence

$$
\chi_+\approx\chi\left(1-\tfrac32h+3h^2\right),\qquad
\chi_-\approx\chi\left(1+\tfrac32h+3h^2\right).
$$

The second result, for an opposed domain, follows by reversing the sign of $h$. Weighting them by $(1+p)/2$ and $(1-p)/2$ gives

$$
\bar\chi\approx\chi\left(1-\tfrac32hp+3h^2\right).
$$

Before coercivity $p<0$, so the lattice term is raised by the many domains still opposed to the field. If 10 units of the lattice permittivity belong to this mode, $h=0.089$ at $E_c$, and numerical maximization of the wall and lattice terms together gives a shift of $-0.04$ MV/cm. Including wall softening as well, and solving the cubic for each domain, gives the following rising sweep.

| $E$ (MV/cm) | Wall part | Soft-mode part | $C/A$ (µF/cm²) |
|---|---|---|---|
| 0 | 0.13 | 10.00 | 2.67 |
| 0.5 | 1.37 | 10.63 | 2.83 |
| 0.8 | 3.93 | 10.66 | 3.06 |
| 1.0 | 5.11 | 10.24 | 3.13 |
| 1.2 | 4.14 | 9.58 | 2.99 |
| 1.5 | 1.56 | 8.75 | 2.68 |

The maximum lies at 0.97 MV/cm, between $E_c$ and the zero crossing of the total polarization at 0.95 MV/cm. The table keeps the polarization jump across a wall at $2P_s$ and ignores the steady wall displacement; including both lowers the wall and soft-mode parts by up to 0.04 and $C/A$ by less than 0.01 µF/cm², and moves the maximum by about 0.002 MV/cm. At $E_c$ the walls add 5.1 to the permittivity, while the soft mode adds 0.24 above its zero-bias value; its own maximum, near 0.68 MV/cm, is only 0.7. Here the walls make the peak.

That verdict depends on the share given to the soft mode. If it carries the entire lattice susceptibility of 29, the cubic gives a lattice excess of 8.8 at $E_c$, more than the wall part, and the lattice term alone has a local maximum near 0.84 MV/cm, 9.9 above its zero-bias value. Opposed domains would then lose stability at 1.5 MV/cm, where the tanh branch still leaves 8% of the film unswitched, so the branch cannot be followed that far. A peak in a field sweep therefore does not establish that walls caused it.

The model also suggests a cleaner measurement. Prepare several partially switched states, return each to zero bias, and measure there. At $h=0$ up and down domains have the same susceptibility, so $\bar\chi=\chi$ for every $p$. Any maximum at intermediate $p$ then comes, within this model, from the walls. The method requires states that do not switch back and no other change in the film between them. A uniform internal bias would make $\bar\chi$ vary linearly with $p$, which can shift the maximum, or remove it when the soft-mode share is large (as for $\chi=29$ and 0.9 MV/cm), but cannot create one. An uncompensated depolarizing field acts differently: it opposes the net polarization and grows with $|p|$, so it raises $\bar\chi$ toward both saturated states and can hide the wall maximum.

## Beside a real hafnia capacitor

The thickness, polarization, permittivity and coercive field are roughly typical of ferroelectric hafnia films. The cell size, wall stiffness, pinning period and soft-mode share are model choices, and the wall term scales as $1/(\kappa a)$, so its 16% is an illustration and not a prediction. Real films are polycrystalline, and their electrodes are not ideal. Suppose an interface layer 0.5 nm thick with permittivity 10 acts in series, and trapped charge where it meets the film compensates the polarization. Then the sum of thickness over permittivity falls from $10/30+0.05=0.383$ nm to $10/34.8+0.05=0.337$ nm, which lowers the contrast from 16% to 13.7% if the charge released at the walls is averaged over the electrode area. Keeping that charge localized at straight walls 5 nm apart adds a restoring field and gives 13.1% to 13.5%, depending on the wall profile. Without that charge, a saturated film at zero voltage would feel a depolarizing field of about $P_s/[\varepsilon_0(30+10\times10/0.5)]=0.98$ MV/cm. This is close to $E_c$, so the film might switch back and the simple series estimate would not apply. Walls 0.5 nm wide would fill 10% of the half-switched area, so treating them as thin surfaces is itself approximate. A sweep to 3 MV/cm would pass the model's depinning field and approach a rough breakdown field of 4 MV/cm.

The wall explanation thus holds under three conditions: wall area is greatest near half switching, wall compliance varies little across the switching window, and the lattice contributes a much smaller peak. When the first fails the wall peak moves or, as with stripes of constant wall area, flattens into a plateau with nothing special at half switching; when the last fails a measured peak may have another cause.

Numerical values quoted here were computed with a short program.
